\section*{Spreading of a dopant sheet with concentration-proportional diffusivity}

\section*{Setting}

A dopant moves along one direction $x$ in a uniform solid. Its concentration $C(x,t)$ obeys
\begin{equation}
\frac{\partial C}{\partial t}=-\frac{\partial J}{\partial x},\qquad
J=-KC\,\frac{\partial C}{\partial x},\qquad K>0 \text{ constant}.
\label{law}
\end{equation}
The diffusivity is thus $D=KC$. At $t=0$ the whole dose $Q$, in atoms per unit area, lies in a thin sheet at $x=0$. None is lost and there is no background doping. The algebra holds in any consistent units, atomic units included.

\section*{Part (a): scaling}

\emph{Question.} Use scaling to find how the width of the profile depends on time, and reduce (\ref{law}) to an ordinary differential equation.

\emph{Model answer.} Equation (\ref{law}) is unchanged if $C$ and $Q$ are multiplied by a number and $K$ is divided by it. The amount of dopant $N$ may therefore carry its own unit, independent of length $\ell$ and time $\tau$:
\[
[C]=N\ell^{-3},\qquad [Q]=N\ell^{-2},\qquad [K]=\ell^{5}N^{-1}\tau^{-1}.
\]
For $K^{\alpha}Q^{\beta}t^{\gamma}$ to be a length, $N$ requires $\beta=\alpha$, $\tau$ requires $\gamma=\alpha$, and $\ell$ requires $5\alpha-2\beta=1$. Hence $\alpha=\beta=\gamma=1/3$. The single length available at time $t$ is
\begin{equation}
L=(KQt)^{1/3},
\end{equation}
and the profile must have the form
\begin{equation}
C=\frac{Q}{L}\,f(\xi),\qquad \xi=\frac{x}{L},\qquad \int_{-\infty}^{\infty}f\,d\xi=1 .
\label{form}
\end{equation}
Every width of the profile grows as $t^{1/3}$. The sheet source matters here: an initial profile of finite thickness would bring in a second length.

For the time derivative, both the prefactor and $\xi$ depend on $L$. With $\dot L=dL/dt$ and a prime for $d/d\xi$,
\[
\frac{\partial C}{\partial t}
=-\frac{Q\dot L}{L^2}f-\frac{Q}{L}\,\frac{x\dot L}{L^2}f'
=-\frac{Q\dot L}{L^2}(f+\xi f')
=-\frac{Q\dot L}{L^2}(\xi f)'.
\]
Differentiating $L^3=KQt$ gives $\dot L=KQ/(3L^2)$, so the left side of the transport equation is $-(KQ^2/3L^4)(\xi f)'$. On the right, $\partial C/\partial x=Qf'/L^2$, so
\[
\frac{\partial}{\partial x}\left(KC\frac{\partial C}{\partial x}\right)
=\frac{KQ^2}{L^4}(ff')'.
\]
The common factor cancels:
\begin{equation}
(ff')'+\tfrac13(\xi f)'=0 .
\label{ode}
\end{equation}

\section*{Part (b): the profile}

\emph{Question.} Solve (\ref{ode}) and give $C(x,t)$ with all constants.

\emph{Model answer.} Both terms are derivatives, so one integration gives $ff'+\xi f/3=A$. At $\xi=0$ the flux vanishes by symmetry, so $ff'=0$ there; the second term is zero too. Thus $A=0$ and
\begin{equation}
f\left(f'+\frac{\xi}{3}\right)=0 .
\end{equation}
At each point either $f=0$ or $f'=-\xi/3$. The second choice integrates to
\begin{equation}
f=\frac{b^2-\xi^2}{6},
\end{equation}
with $b$ a constant. A concentration cannot be negative, so this branch ends at $|\xi|=b$ at the latest. It cannot end earlier, because a jump in $f$ would make the flux, proportional to $(f^2)'$, infinite. Nor can $f$ become positive again farther out: for $\xi>0$ it would have to rise from zero, while $f'=-\xi/3$ is negative. The mirror argument holds for $\xi<0$. Therefore $f=0$ for $|\xi|\ge b$.

The dose fixes $b$:
\[
1=\int_{-b}^{b}\frac{b^2-\xi^2}{6}\,d\xi
=\frac16\left(2b^3-\frac{2b^3}{3}\right)=\frac{2b^3}{9},
\qquad b^3=\frac92 .
\]
The distance from centre to edge, called the half-width below, is $a=bL$. The central concentration is $(Q/L)b^2/6=Qb^3/(6a)=3Q/(4a)$. Hence
\begin{equation}
C=\frac{3Q}{4a}\left(1-\frac{x^2}{a^2}\right)\ \ (|x|<a),\qquad
C=0\ \ (|x|\ge a),\qquad
a=\left(\frac{9KQt}{2}\right)^{1/3}.
\label{result}
\end{equation}
As $t\to0$, $a\to0$ at fixed dose, which recovers the sheet. The half-width at half maximum, $a/\sqrt2$, also grows as $t^{1/3}$. This is slower than the $t^{1/2}$ of a constant diffusivity, because spreading lowers $C$ and with it the diffusivity.

A numerical solution of (\ref{law}) that does not use the scaling form supports this. With $K=Q=1$, cells of width 0.0125 and a starting box of half-width 0.05, the last cell above $10^{-3}$ of the peak at $t=1$ is centred at 1.644, within one cell of the edge at 1.651 from (\ref{result}). The largest profile error is 0.06\% of the peak. The root-mean-square position grows between $t=1/8$ and $t=1$ with exponent 0.3332.

\section*{Part (c): the edge}

\emph{Question.} The slope of $C$ jumps at $x=a$. Show that dopant is still conserved there. What happens to the edge if a constant $D_0$ is added to the diffusivity?

\emph{Model answer.} The mean dopant velocity is $u=J/C=-K\,\partial C/\partial x$. Inside the profile,
\begin{equation}
u=K\,\frac{3Q}{4a}\,\frac{2x}{a^2}=\frac{3KQ}{2a^3}\,x=\frac{x}{3t},
\end{equation}
where the last step uses $a^3=9KQt/2$. At the edge $u=a/(3t)$. Differentiating $a\propto t^{1/3}$ gives the same value for $da/dt$. The edge moves with the dopant next to it, so no dopant crosses it. Both $C$ and $J$ are continuous there, and (\ref{law}) holds in its integral form across the kink.

With $D=KC+D_0$, consider a short region around the front, moving at speed $v$. If $v$ changes little while the region adjusts, $C$ depends on $s=x-vt$ alone. Then $-v\,dC/ds=(d/ds)[(KC+D_0)\,dC/ds]$, and integration from the empty region ahead gives
\begin{equation}
(KC+D_0)\frac{dC}{ds}=-vC .
\end{equation}
For $D_0=0$ the slope is the constant $-v/K$, and $C$ reaches zero at a finite distance. For $D_0>0$ the region with $KC\ll D_0$ has $dC/ds=-(v/D_0)C$, an exponential tail of length $D_0/v$. This is an estimate for a steady front. The real front slows down, and the tail it left ahead of itself when it was faster is steeper, so the decay length becomes shorter farther out. The sharp edge therefore depends on the diffusivity vanishing at zero concentration.

In the numerical solution with $K=Q=1$ and $t=1$, the share of dose beyond $1.05a$ is zero to the printed precision for $D=C$. For $D=C+0.05$ it is about 0.6\%, with $a$ still taken from (\ref{result}).

\section*{Part (d): other powers}

\emph{Question.} Repeat the argument for $D=K_mC^m$ with $m>0$, and examine $m\to0$.

\emph{Model answer.} Since $C\sim Q/L$ and $L^2\sim Dt$, the length is now defined by $L^{m+2}=K_mQ^mt$. Widths grow as $t^{1/(m+2)}$. Keeping (\ref{form}) and using $\dot L=K_mQ^m/[(m+2)L^{m+1}]$, the steps of part (a) give
\[
(f^mf')'+\frac{(\xi f)'}{m+2}=0 .
\]
One integration, with zero flux at the centre, leaves $f^{m-1}f'=-\xi/(m+2)$ wherever $f>0$. The left side is $(f^m)'/m$, so
\begin{equation}
f^m=\frac{m}{2(m+2)}\,(b^2-\xi^2),
\end{equation}
with $b$ set by the dose. For $m=1$ this is the parabola. For $m=2$ the width grows as $t^{1/4}$ and $f$ falls to zero as a square root, with infinite slope at the edge. For $m=0$ the integrated equation becomes $f'/f=-\xi/2$, whose solution is the Gaussian $f\propto e^{-\xi^2/4}$. It has no edge, and its width grows as $t^{1/2}$. The limit $m\to0$ leads to the same profile. Since $f(0)$ stays finite and non-zero, $f(0)^m=mb^2/[2(m+2)]\to1$, so $b^2\approx4/m$ and the edge recedes to infinity, while $f/f(0)=(1-\xi^2/b^2)^{1/m}\to e^{-\xi^2/4}$.

\section*{Part (e): why a donor can follow this law}

\emph{Question.} A singly ionised donor in a semiconductor moves by singly charged defects, with diffusivity $D_1n/n_i$. Here $n$ is the electron concentration, $n_i$ its intrinsic value, and $D_1$ a constant. Include the electric field of the electrons and find $K$ for $C\gg n_i$. Assume local neutrality, defects in equilibrium and non-degenerate carriers.

\emph{Model answer.} In an electric field $E$, the Einstein relation gives a donor of charge $+e$ the drift flux $(D_1n/n_i)CeE/k_BT$. Electrons in equilibrium in a potential $\phi$ have $n\propto e^{e\phi/k_BT}$. Since $E=-\partial\phi/\partial x$, it follows that $eE/k_BT=-\partial\ln n/\partial x$, and
\begin{equation}
J=-D_1\frac{n}{n_i}\left(\frac{\partial C}{\partial x}+C\,\frac{\partial\ln n}{\partial x}\right).
\end{equation}
The field pushes donors the way diffusion does. Neutrality, $n=C+n_i^2/n$, gives $n=(C+R)/2$ with $R=\sqrt{C^2+4n_i^2}$. Then $dn/dC=(1+C/R)/2=n/R$, so $C\,\partial\ln n/\partial x=(C/R)\,\partial C/\partial x$. The effective diffusivity is
\begin{equation}
D_{\rm eff}=D_1\frac{n}{n_i}\left(1+\frac{C}{R}\right)
=\frac{D_1}{n_i}\,\frac{(C+R)^2}{2R}.
\label{deff}
\end{equation}
For $C\gg n_i$, $R\to C$ and $D_{\rm eff}\to2D_1C/n_i$, so
\begin{equation}
K=\frac{2D_1}{n_i}.
\end{equation}
The factor 2 is the field's contribution. For $C\ll n_i$, $R\to2n_i$ and $D_{\rm eff}\to D_1$, which does not vanish. A real profile of this kind therefore has a tail.

\section*{Part (f): a sealed surface}

\emph{Question.} A dose $S=2\times10^{15}\ \mathrm{cm^{-2}}$ is placed at a sealed surface $x=0$ of a solid filling $x>0$. Take $D_1=10^{-15}\ \mathrm{cm^2/s}$ and $n_i=10^{19}\ \mathrm{cm^{-3}}$. Find the half-width and the peak concentration after 3600 s.

\emph{Model answer.} No flux crosses a sealed surface, just as none crosses the centre of the symmetric profile. The solution is half of (\ref{result}) with $Q=2S$, so $a=(9KSt)^{1/3}$. The constant is
\[
K=\frac{2\times10^{-15}}{10^{19}}=2\times10^{-34}\ \mathrm{cm^5/s},
\]
and
\[
a^3=9\,(2\times10^{-34})(2\times10^{15})(3600)=1.296\times10^{-14}\ \mathrm{cm^3}.
\]
Hence $a=235$ nm, or 2350 \AA. The peak is $3Q/(4a)=3S/(2a)=1.28\times10^{20}\ \mathrm{cm^{-3}}$, which is 12.8 times $n_i$. The condition $C\gg n_i$ thus holds near the surface and fails near the edge. At one eighth of the time the half-width is half as large, 117 nm.

\section*{Part (g): how far to trust the number}

\emph{Question.} The parameters are rough values for heavily arsenic-doped silicon near 1000~$^\circ$C. Estimate the main corrections, including that of interstitials left by the implant.

\emph{Model answer.} A sharp edge is not available once a tail exists, so depths are compared where $C=10^{18}\ \mathrm{cm^{-3}}$. The ideal sheet gives 234 nm. Numerical solutions at the same dose, temperature and time give the following.
\begin{itemize}
\item An implant centred at 40 nm with standard deviation 15 nm gives 240 nm. The ideal law needs $a$ well above the initial depth. This Gaussian falls to $10^{18}\ \mathrm{cm^{-3}}$ only at 93 nm, and $a$ reaches 93 nm after about $3600\,(93/235)^3\approx220$ s.
\item Adding finite $n_i$ and an uncharged-defect diffusivity of $1.5\times10^{-15}\ \mathrm{cm^2/s}$ gives 279 nm, 16\% more. At $10^{18}\ \mathrm{cm^{-3}}$ the ideal law has $KC=2\times10^{-16}\ \mathrm{cm^2/s}$, while the fuller value there is $2.7\times10^{-15}\ \mathrm{cm^2/s}$, tending to $2.5\times10^{-15}\ \mathrm{cm^2/s}$ as $C\to0$.
\item Adding electron degeneracy as well gives 289 nm.
\item A mobile-dopant limit of $3\times10^{20}\ \mathrm{cm^{-3}}$, applied to the ideal law with the implanted start, changes 240 nm to 239 nm. The ideal peak exceeds this limit for the first 278 s.
\item With the ideal law and an open surface that absorbs all arriving dopant, about 40\% of the dose remains and the depth is 219 nm.
\end{itemize}
Local neutrality requires the profile to vary slowly over the screening length, which is 1.9 nm at $n_i$. For the final profile with finite $n_i$ and uncharged defects, the shortest gradient length $C/|\partial C/\partial x|$ above $10^{18}\ \mathrm{cm^{-3}}$ is about 10 nm, near the edge, so the approximation is good.

For the interstitials, let $N$ per unit area be released at depth $d$ and absorbed at the surface. Let $c$ be their excess concentration, $D_I$ their diffusivity and $U(x)=\int_0^\infty c\,dt$. Integrating their diffusion equation over time gives
\[
D_IU''=-N\delta(x-d),\qquad U(0)=0,\qquad U'(\infty)=0 .
\]
The slope of $U$ is $N/D_I$ for $x<d$ and zero beyond, so $U=N\min(x,d)/D_I$. If a share $g$ of dopant motion uses interstitials, whose equilibrium concentration is $C_I^*$, and the other defects stay at equilibrium, the diffusivity rises by the factor $1+gc/C_I^*$. The excess varies with depth, but its effect can be estimated as that of an added anneal time
\begin{equation}
\Delta t=\frac{gU}{C_I^*}\le\frac{gNd}{D_IC_I^*}.
\end{equation}
Take $g=0.5$, $d=100$ nm, $D_IC_I^*=4\times10^{6}\ \mathrm{cm^{-1}s^{-1}}$ and, for a small remainder after regrowth of an amorphous layer, $N=10^{14}\ \mathrm{cm^{-2}}$. The upper estimate is 125 s, and $a$ grows by the factor $(1+125/3600)^{1/3}$, or 1.1\%. With one interstitial per implanted ion, the estimate is 2500 s and 19\%. Both bounds assume a surface that absorbs every arriving interstitial; a weaker sink raises $U$. With the perfect sink, $U$ falls to zero at the surface, where the dopant is densest, so the actual widening can lie well below these figures.

Set beside the real case, the hour-long furnace anneal is far longer than the rapid anneals, lasting seconds, used for shallow junctions. For those, the initial depth and the interstitials can dominate, and (\ref{result}) should not be used. For the hour at 1000~$^\circ$C, the largest change of depth in the list above comes from finite $n_i$ and the uncharged defects together. They raise the diffusivity at every concentration and keep it from vanishing at low ones. Most of the 16\% is due to the uncharged defects: finite $n_i$ alone adds about 3\%. The ranking depends on the value assumed for the uncharged part, on which published fits differ; with $2.7\times10^{-16}\ \mathrm{cm^2/s}$ the rise is about 6\%, less than the change from an open surface. With all the listed sealed-surface effects together, and no excess interstitials, the depth is 289 nm, 23\% above the ideal sheet, and the peak is $1.12\times10^{20}\ \mathrm{cm^{-3}}$. The depth then grows between 900 and 3600 s with an apparent exponent of 0.317, slightly below $1/3$; the calculation does not separate the causes. The inputs carry an uncertainty of similar size: $a\propto n_i^{-1/3}$ at fixed $D_1$, and a common fit for silicon, $n_i\approx7.1\times10^{18}\ \mathrm{cm^{-3}}$ at this temperature, would make $a$ about 12\% larger. Temperature control matters too. For a rough net activation energy of 3.5 eV in $K$, a furnace 10 K too hot makes $a$ 8.6\% larger. Dopant--defect reaction kinetics, band-gap narrowing and stress remain outside these estimates. The numerical output lists the inputs and results.

\section*{Calculated quantities}
\begin{verbatim}
TESTS WITH K = Q = 1, t = 1
half-width, formula: 1.651
half-width, numerical edge: 1.644
largest profile error / peak: 0.0006
growth exponent, numerical: 0.3332
dose share beyond 1.05 a, D = C: 0.0e+00
dose share beyond 1.05 a, D = C + 0.05: 5.83e-03
EXAMPLE INPUTS (rough values)
temperature: 1273 K
implanted dose S: 2e+15 cm^-2
anneal time: 3600 s
intrinsic concentration n_i: 1e+19 cm^-3
charged-defect diffusivity at n_i: 1e-15 cm^2/s
uncharged-defect diffusivity: 1.5e-15 cm^2/s
mobile dopant limit: 3e+20 cm^-3
implant mean depth: 40 nm
implant standard deviation: 15 nm
density-of-states mass / free mass: 1.08
relative permittivity: 11.7
IDEAL LAW
flux factor from field at C = 30 n_i: 2
K: 2e-34 cm^5/s
half-width a: 234.9 nm
half-width a, converted: 2349 angstrom
peak concentration: 1.277e+20 cm^-3
peak / n_i: 12.77
half-width at one eighth of the time: 117.4 nm
DEPTH WHERE C = 1e18 cm^-3
sheet, formula: 234 nm
sheet, numerical: 234.2 nm
implanted start, ideal law: 239.5 nm
same + uncharged part, finite n_i: 278.6 nm
same + degeneracy too: 289 nm
implanted, ideal law + mobile limit: 238.9 nm
implanted, ideal law, open surface: 218.9 nm
dose kept with open surface: 40.5 %
all bulk effects, sealed: 288.7 nm
all bulk effects, peak: 1.117e+20 cm^-3
all bulk effects, exponent 900 to 3600 s: 0.317
OTHER NEGLECTED EFFECTS
effective density of states: 2.46e+20 cm^-3
screening length at n_i: 1.9 nm
time with ideal peak above mobile limit: 278 s
assumed activation energy of K: 3.5 eV
change of a for +10 K: 8.6 %
interstitial D_I C_I: 4e+06 cm^-1 s^-1
interstitial share of motion: 0.5
damage depth: 100 nm
interstitials left after regrowth: 1e+14 cm^-2
extra time, after regrowth: 125 s
change of a, after regrowth: 1.1 %
extra time, one per ion: 2.5e+03 s
change of a, one per ion: 19 %
\end{verbatim}
